Choosing the Time Window for Superdiffusion in an Open Antidot Lattice

**What dimensions fix**

A ballistic electron among hard disks has a path set by geometry alone; its speed v says only how fast the path is traversed. Time can therefore enter the mean-square displacement only through the path length L = vt. With lattice period a and disk radius R,

MSD = a L M(x), x = L/a,

where M is dimensionless and depends also on R/a. Ordinary diffusion means that M tends to a constant. In two dimensions the running diffusion coefficient is

D(t) = MSD/(4t) = v a M/4.

Dimensions do not say whether M has a limit. Open corridors supply a probability that falls as (length)/s for flying at least s further, and summing such a 1/s tail gives a logarithm. The form to be examined is

M(x) = B ln x + C, B = 4K/a,

with K a length fixed by the corridors.

This matters for a setting found in codes that propagate carriers in time: the window from which a diffusion coefficient or an exponent is read. With open corridors no window gives a time-independent D, and a short window gives a misleading exponent.

The model has independent classical electrons, elastic reflection, a square lattice and no other scattering. Starting points are uniform over the free area and directions are isotropic. The motion preserves this distribution, so averages do not depend on the starting time. The free area per cell is A = a² − πR².

**Which corridors are open**

Lattice rows along the direction (p,q), with p and q having no common factor, lie a/√(p² + q²) apart. The strip between two rows has open width a/√(p² + q²) − 2R. For a/(2√2) < R < a/2 only the two axis directions are open, with

w = a − 2R.

Take a corridor along x, of length a per cell. An electron at height y, with 0 < y < w, flies a long distance s if its upward angle is below (w − y)/s or its downward angle is below y/s. The allowed angular range is w/s, independent of y. Two senses of travel double it. Integrating over the corridor area aw and dividing by the whole phase space 2πA gives

(2w/s)(aw)/(2πA) = K/s, K = w²a/(πA).

The second axis contributes the same, so the probability of flying at least s further from a random instant is

P(s) → 2K/s.

The corridor edge is a row of disks, not a wall. A ray at angle θ can dip below the edge by up to a tanθ at either end of its flight. Hence s sinθ ≤ w + 2a tanθ, or

sinθ ≤ w/(s − 2a/cosθ).

These dips change P(s) by a relative amount of order a/s.

For R = 0.375a one has w = 0.25a, A = 0.5582a² and K = 0.0625a/(π × 0.5582) = 0.03564a. Tracing 146,341 rays gave sP(s) = 0.0754a, 0.0722a and 0.0715a at s = 16a, 64a and 256a, against the limit 2K = 0.0713a. The excesses, 5.8, 1.3 and 0.4 per cent, shrink roughly as a/s. Among rays flying more than 32a the largest angle to the axis was 0.0080 rad, inside the bound of 0.0083 rad. Long flights are corridor flights.

If R is slightly below a/(2√2), the two diagonal directions open as well, with width w′ = a/√2 − 2R. A diagonal corridor has length √2a per cell, because length times row spacing a/√2 must equal a². The same counting replaces 2K by

(2a w² + 2√2 a w′²)/(πA).

The diagonal part grows from zero as w′², so it is weak just past the opening.

**From flights to t ln t**

Let u(s) be the unit direction after path length s. The displacement is the integral of u from 0 to L. Squaring and averaging gives a double integral of c(s) = ⟨u(0)·u(s)⟩, which depends on the separation s alone. Pairs with separation s fill a length L − s, and either member may come first:

MSD = 2∫₀ᴸ (L − s) c(s) ds.

Two instants in the same flight have u·u′ = 1, and they are in the same flight with probability P(s). Thus c(s) = P(s) + h(s), where h collects pairs separated by at least one collision. Correspondingly MSD = F + G, with

F = 2∫₀ᴸ (L − s) P(s) ds, G = 2∫₀ᴸ (L − s) h(s) ds.

Split the integral for F at a fixed length s₀ beyond which P ≈ 2K/s. The part below s₀ grows at most linearly in L. The part above gives

2L∫ (2K/s) ds − 2∫ s(2K/s) ds = 4KL ln(L/s₀) − 4K(L − s₀).

The a/s correction to P adds to the first integral a convergent amount, hence a term linear in L, and to the second a term of order ln L. Therefore

F = 4KL ln(L/a) + (constant) aL + o(L).

This part is derived. For G there is only a scaling estimate. A flight of length s has θ ~ w/s and ends on a disk at a depth δ ≤ aθ below the corridor edge. The disk surface there is inclined by χ, where R(1 − cosχ) = δ, so χ ≈ √(2δ/R). The electron is deflected by about 2χ, which scales as 1/√s: small, yet much larger than θ. It then crosses the corridor in a distance of order w/χ, which scales as √s, and keeps nearly its old direction meanwhile.

The probability density for a flight to end at s is −dP/ds = 2K/s². Multiplying by the memory length √s gives h(s) ~ q s^(−3/2), with q > 0; time reversal gives the same scaling for the start of a flight. If later collisions add nothing slower, h is integrable. With g = 2∫₀^∞ h ds, lengths in units of a and the tail inserted,

G/L = g − 2∫_L^∞ h ds − (2/L)∫₀ᴸ s h ds ≈ g − 4q/√L − 4q/√L.

So G/L should approach its limit from below, as g − b/√x with b = 8q. This is a conjecture supported by the numbers below, not a proof. If it holds,

MSD = 4K vt ln(vt/a) + C a vt + o(t).

**An estimator that tames rare flights**

A window contains flight vectors dᵢ, the first and last clipped at its ends. Then

r² = Σᵢ dᵢ² + Σᵢ≠ⱼ dᵢ·dⱼ.

Call the first sum Z. It counts pairs of instants in the same flight, so its mean is F. Since F can be found separately, the simulation need supply only G = ⟨r² − Z⟩, and MSD = F + ⟨r² − Z⟩ has the same expectation as ⟨r²⟩.

The gain comes from the noise. Electrons that never collide have probability 2K/L and r⁴ = L⁴, so they alone contribute 2KL³ to ⟨r⁴⟩. For N trajectories their contribution to the standard error of M is about √(2KL/N)/a, which grows with time. At L = 512a and N = 32,768 it is √(0.0713 × 512/32,768) = 0.033. Subtracting Z removes these squares.

The calculation has two parts.

1. For F, trace straight rays from uniform starting points, with angles between 0 and π/4; lattice symmetry covers the rest. Sample angles densely near the axis and weight each ray by the true angular density over the sampling density. If τ is the free path and m = min(τ, L), average 2Lm − m², which is 2∫₀ᵐ (L − s) ds.

2. For G, move each electron cell by cell. With position r from the disk centre and direction u, set β = r·u. A hit requires β < 0 and β² > r² − R², and occurs after s = −β − √(β² − r² + R²). At each hit add the squared flight length to Z; at each measuring time add the square of the unfinished flight.

The reflection needs care. If rounding has made u² = 1 + η, the computed hit point r₁ has r₁² = R² + ηs². The rule u′ = u − 2(u·r₁)r₁/R² then gives

u′² = 1 + η + 4(u·r₁)² ηs²/R⁴.

The error keeps its sign and grows at every hit. Dividing by r₁² instead of R² gives u′² = u² − 4(u·r₁)²/r₁² + 4(u·r₁)²r₁²/r₁⁴. The last two terms cancel, so u′² = u².

The simulated mean free path was 0.7450a. The expected value is A/(2R) = 0.7443a, since an electron sweeps a strip of width 2R through free area A per disk. The mean of Z/(aL) was 1.347 ± 0.008 at x = 16 and 1.582 ± 0.017 at x = 64; the rays gave F/(aL) = 1.347 and 1.578.

**Reading the numbers**

With R/a held at 0.375, the separated estimate gave the following values. The statistical error is that of G; the small quadrature error of F is not included.

x = 16: G/(aL) = −0.087, M = 1.260 ± 0.006
x = 64: G/(aL) = −0.022, M = 1.556 ± 0.007
x = 512: G/(aL) = 0.023, M = 1.910 ± 0.009

At x = 512 direct averaging of r² gave 1.97 ± 0.06. The two errors differ by a factor of about 6.4, but part of this is chance. Nine electrons had not collided by then, against 4.6 expected. Each adds 512/32,768 = 0.016 to the direct M, so the surplus of 4.4 adds 0.07. This is comparable with the difference of 0.06 between the two estimates. The surplus also inflates the direct error: taking 4.4 × 0.016² from its square leaves an error of about 0.05. With the expected number of such electrons, direct averaging would need some 25 to 30 times as many trajectories for equal precision.

The predicted slope is B = 4 × 0.03564 = 0.1426. Between x = 64 and 512 the measured slope of M against ln x was 0.170 ± 0.006, which is 19 per cent too high. Of this, F supplies (1.887 − 1.578)/ln 8 = 0.149 and G supplies 0.021 ± 0.006. Thus G/L has not yet become constant, and the run does not by itself establish the asymptotic slope.

The drift of G can be compared with the conjectured b/√x. From x = 16 to 64 the rise in G/(aL) is 0.0655 while 1/√x falls by 0.125, so b ≈ 0.52. From 64 to 512 the rise is 0.0446 and the fall is 0.081, so b ≈ 0.55. The statistical uncertainties are about 0.07 and 0.15. These are effective values for the windows used: the next crossing of the corridor has a length that scales as s^(1/4), which adds a term in x^(−3/4) to G/L, so the asymptotic b can be noticeably smaller. If G/L were instead a pure logarithm plus a constant, the slopes against ln x would be equal, whereas they fall from 0.047 to 0.021. The data favour a decaying correction over a pure logarithm, though only at between two and three standard errors; they do not exclude a smaller logarithm added to a decaying term.

**How a fit goes wrong**

If M = B ln x + C, the local exponent of the displacement is

α = d ln(xM)/d ln x = 1 + B/M.

It exceeds one at every finite time for which M is positive, although no power of t above one is the true law. Power-law fits gave α = 1.15 for x = 16 to 64 and 1.09 for x = 128 to 512. At x = 256 the formula gives 1 + 0.1426/1.795 = 1.08; the fitted value is higher because the measured slope still exceeds B.

Taking C from the last point gives C = 1.910 − 0.1426 ln 512 = 1.02. The exponent falls to 1.05 when M = 20B, hence

ln x = 20 − C/B = 12.8, x ≈ 4 × 10⁵.

Omitting C is worse. At x = 512, M/ln x = 0.306, more than twice B. Since M/ln x = B + C/ln x, an error below 10 per cent of B needs ln x > 10C/B ≈ 72, or x of order 10³¹. No attainable propagation time cures this fit; the linear term must be included.

Including it does not make an early window safe. A fit of B ln x + C to x = 16, 32 and 64 has slope (1.556 − 1.260)/ln 4 = 0.214, 50 per cent above the true B. Extrapolated to x = 512 it gives M = 2.00, while a power law fitted to the same points gives 2.14. The simulated value is 1.91, so the errors relative to it are 5 and 12 per cent. The logarithmic form predicts better, but its early coefficient is not the corridor coefficient.

**Guidance for the setting**

*If a diffusion coefficient is wanted,* quote the time with it. Each doubling of the time eventually adds va(B ln 2)/4 = Kv ln 2 to D. Near x = 512 that is 0.099/1.91, or 5 per cent, which a noisy plot can pass off as a plateau.

*If the growth law is to be tested,* plot M against ln x and compare slopes in successive windows. Do not judge by the quality of a single power-law fit. For a window from x₁ to 8x₁ the conjectured drift of G raises the slope by

b(1 − 1/√8)/(√x₁ ln 8) ≈ 0.16/√x₁ for b = 0.5.

At x₁ = 200 this is 0.011, or 8 per cent of B. For this R/a, a total slope error near 10 per cent therefore needs a window of about x = 200 to 1600, with statistical errors smaller still. Other radii need their own estimate of b.

*If the corridors are known,* compute K from the geometry, hold B fixed and fit only C. Its drift then measures the remaining correction: here M − B ln x is 0.86, 0.96 and 1.02 at x = 16, 64 and 512.

*If something ends long flights,* look for a true plateau. As a rough model, suppose P(s) = 2K/s holds up to a length ℓ well above a and P is negligible beyond. For L much greater than ℓ,

F/L → 2∫P ds = 4K ln(ℓ/a) + constant.

Diffusion is then normal, provided G/L also settles. Moving the cutoff from ℓ₁ to ℓ₂ changes the free-flight part of D by vK ln(ℓ₂/ℓ₁). This is not the whole change: ending long flights also removes part of the positive tail of h, so G/L rises with the cutoff too. The true P also lies above 2K/s at short s, which adds to the free-flight part itself. For cutoffs of only some tens of a, the total change in D can therefore be noticeably larger than the formula gives. The window must extend well beyond ℓ/v, and D must be quoted with the cutoff.

**A GaAs antidot sample**

Take a = 1000 nm, R = 375 nm, electron density 3 × 10¹¹ cm⁻², mobility 5 × 10⁶ cm²/Vs, effective mass 0.067 electron masses and 1 K. These are rough values for a high-mobility GaAs/AlGaAs layer; the period is large and the mobility high for a patterned sample. The Fermi speed is 2.37 × 10⁷ cm/s, so a/v = 4.2 ps. At L = 32a, or 135 ps, the model gives MSD = 1.412 × 32 = 45 µm² and D ≈ 840 cm²/s. The impurity transport length, 45 µm, seems to permit this window, but two effects act much sooner. If the impurity scattering is small-angle, it spreads a path sideways by ⟨y²⟩ = 2s³/(3l), with l the transport length; this reaches w² at s = (1.5w²l)^(1/3) = 1.6 µm. Diffraction matters beyond w²/λ = 1.4 µm for the Fermi wavelength λ = 46 nm. As a rough measure, remove the free-flight tail beyond ℓ = 1.4 µm and hold G fixed. With the 2K/s tail, M then falls by 4K[ln(L/ℓ) − 1 + ℓ/L]/a ≈ 0.31. This is too low, because so near a the true P(s) is about twice the tail form; the full free-path law gives a fall of about 0.40, which lowers D by more than a quarter. Diffraction does not simply stop a flight, so this is a size and not a correction. Other effects are weaker at this window: a 5 nm larger radius lowers K by 6 per cent, a stray field of 50 µT bends a path by w after 30 µm, the electron–electron scattering length at the Fermi level is about 50 µm (the bare scale ħvE_F/(kT)² is about 225 µm, but the two-dimensional rate carries a factor of about (π/4) ln(E_F/kT) ≈ 4), comparable with the window though far longer than 1.4 µm, and kT is 0.8 per cent of the Fermi energy. Soft antidot walls are not sized here. For such a sample the t ln t law is a property of the classical model, and its asymptotic window lies beyond the lengths over which that model holds.

The full set of values is in the numerical output.

Numbers as computed

```
R/a = 0.375, w/a = 0.25, free area A/a^2 = 0.5582
K/a = 0.03564, predicted slope B = 4K/a = 0.1426
diagonal corridor width / a = -0.0429 (closed)
mean free path / a: simulated 0.7450, A/(2R) 0.7443
s P(s)/a at s = 16 a: 0.07544
s P(s)/a at s = 64 a: 0.07221
s P(s)/a at s = 256 a: 0.07154
predicted limit 2K/a = 0.07128
largest angle, flights > 32 a: 0.00796 rad
corridor bound on that angle: 0.00834 rad
trajectories: 32768, rays: 146341
All columns below are divided by a*v*t (dimensionless)
vt/a  raw MSD  error   F       G       error   M=F+G
   4  0.8823  0.0053  1.0510  -0.1678  0.0034  0.8832
   8  1.0774  0.0078  1.2115  -0.1314  0.0045  1.0801
  16  1.2592  0.0108  1.3471  -0.0874  0.0056  1.2596
  32  1.4066  0.0143  1.4672  -0.0551  0.0066  1.4121
  64  1.5596  0.0194  1.5780  -0.0219  0.0074  1.5561
 128  1.6958  0.0279  1.6836  -0.0083  0.0082  1.6753
 256  1.8224  0.0382  1.7862  0.0087  0.0088  1.7950
 512  1.9691  0.0593  1.8872  0.0227  0.0092  1.9099
mean Z/(avt) at 16 a: 1.3467 +- 0.0080
mean Z/(avt) at 64 a: 1.5815 +- 0.0168
uncollided at 512 a: 9, expected 4.6
log slope of F, 256-512: 0.1456
log slope of G, 64-512: 0.0215 +- 0.0057
log slope of M, 64-512: 0.1701 +- 0.0057
fitted exponent, 16-64: 1.1525
fitted exponent, 128-512: 1.0945
exponent 1 + B/M at 256: 1.0794
M/ln(vt/a) at 512 (no linear term): 0.3062
M at 512 from 16-64: log law 2.0023, power 2.1428
linear coefficient C = 1.0206
vt/a where the exponent reaches 1.05: 3.8e+05
Device: a = 1000 nm, R = 375 nm, w = 250 nm
density 3e+11 cm^-2, mobility 5e+06 cm2/Vs
mass ratio 0.067, temperature 1 K
v_F = 2.372e+07 cm/s, a/v_F = 4.215 ps
E_F = 10.72 meV, kT/E_F = 0.0080
time for vt = 32 a: 134.9 ps
MSD at vt = 32 a: 45.19 um^2
MSD/(4t) at vt = 32 a: 837.5 cm^2/s
Fermi wavelength 45.8 nm, modes 2w/lambda 10.9
diffraction length w^2/lambda: 1.37 um
impurity transport length: 45.2 um
small-angle scattering spreads by w after 1.62 um
electron-electron length scale: 225 um
stray field 50 uT bends by w after 30.1 um
K change for R + 5 nm: -5.8 %
```
